# Core density in the exchange kernel for a nickel 3d shell

**The argument under review.** Suppose a manuscript computes energy-loss spectra at finite momentum transfer with pseudized valence orbitals. It evaluates the adiabatic local-density kernel on the smooth grid, from the pseudo valence density alone, and defends the choice as follows:

> The core electrons do not respond at the energies of interest, so their density drops out of the response. The pseudo density equals the true valence density outside the augmentation spheres. Any remaining error sits near the nuclei, and the exchange kernel is in any case small beside the Coulomb interaction.

Each sentence contains something correct, but the conclusion needs more than these statements provide. I examine the exchange part of the kernel, for a spin-unpolarized system, and take the 3d shell of a free Ni atom as the numerical case. Hartree atomic units are used.

**A frozen core still enters the kernel**

Let \(n=n_c+n_v\) be the ground-state density, with core and valence parts, and let the valence density change by \(\lambda\rho(\mathbf r)\). Freezing the core means that \(\rho\) has no core contribution. It does not mean that the energy is expanded about \(n_v\). The required quantity is

\[
K[\rho,n]=\left.\frac{d^2}{d\lambda^2}E_x[n_c+n_v+\lambda\rho]\right|_{\lambda=0}.
\]

For the Hartree energy, which is quadratic in the density, the second derivative is independent of the density about which one expands, and the core does drop out. Exchange is not quadratic, and its dependence on the density can be derived from the uniform gas.

With both spins occupied up to \(k_F\), and \(y=k_Fs\), the one-particle density matrix at separation \(s\) is

\[
\gamma(s)=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf s}
=\frac{k_F^3}{\pi^2}\frac{j_1(y)}{y}
=3n\,\frac{j_1(y)}{y},\qquad n=\frac{k_F^3}{3\pi^2}.
\]

The radial integral follows from \((y^2j_1)'=y^2j_0\). Exchange acts between equal spins, each with density matrix \(\gamma/2\), so the energy is \(-\tfrac14\iint|\gamma|^2/s\). Per electron this is

\[
\varepsilon_x=-\frac{1}{4n}\int\frac{|\gamma(s)|^2}{s}\,d^3s
=-\frac{9\pi n}{k_F^2}\int_0^\infty\frac{j_1^2(y)}{y}\,dy .
\]

The last integral is elementary. From \(j_0'=-j_1\) and \(j_1'=j_0-2j_1/y\),

\[
\frac{d}{dy}\left(j_0^2+j_1^2\right)
=-2j_0j_1+2j_0j_1-\frac{4j_1^2}{y}=-\frac{4j_1^2}{y}.
\]

Since \(j_0^2+j_1^2\) falls from 1 at the origin to 0 at infinity, the integral equals \(1/4\). Inserting \(n=k_F^3/(3\pi^2)\) gives

\[
\varepsilon_x=-\frac{3k_F}{4\pi}
=-\frac34\left(\frac3\pi\right)^{1/3}n^{1/3}.
\]

The local-density approximation applies this energy at each point:

\[
E_x[n]=-\frac34\left(\frac3\pi\right)^{1/3}\int n^{4/3}\,d^3r .
\]

The first derivative of \(n^{4/3}\) brings down \(4/3\), and the second brings down \(1/3\). Hence

\[
v_x=-\left(\frac3\pi\right)^{1/3}n^{1/3},\qquad
f_x(n)=-\frac13\left(\frac3\pi\right)^{1/3}n^{-2/3},
\]

\[
K[\rho,n]=\int\rho^2(\mathbf r)\,f_x(n(\mathbf r))\,d^3r .
\]

The kernel is negative, and its magnitude decreases as the density grows. A passive core therefore weakens the exchange response of the valence electrons wherever the two densities overlap.

**Where the omission matters**

Replacing \(n\) by the true valence density \(n_v\) multiplies the local magnitude by

\[
\frac{f_x(n_v)}{f_x(n)}
=\left(\frac{n_c+n_v}{n_v}\right)^{2/3}
=\left(1+\frac{n_c}{n_v}\right)^{2/3}\ge1 .
\]

For \(n_c\ll n_v\) the factor is approximately \(1+\tfrac23n_c/n_v\); for \(n_c\gg n_v\) it approaches \((n_c/n_v)^{2/3}\). The second limit applies near the nucleus, but a large local factor is not yet a large matrix element. The latter changes by a weighted average:

\[
\frac{K[\rho,n_v]}{K[\rho,n]}
=\frac{\int\rho^2|f_x(n)|\,(1+n_c/n_v)^{2/3}\,d^3r}
{\int\rho^2|f_x(n)|\,d^3r}.
\]

Let \(\rho\) be the spherically averaged density of one 3d electron. Its radial function starts as \(r^2\), so \(\rho\propto r^4\). With a 4s contribution, \(n_v\) is finite at the nucleus, and the radial integrand of \(K[\rho,n_v]\) vanishes as \(r^2\rho^2\propto r^{10}\). If the valence consisted of 3d electrons alone, \(f_x(n_v)\) would diverge as \((r^4)^{-2/3}=r^{-8/3}\), but the integrand would still vanish as \(r^{22/3}\). The large factor at the nucleus itself is therefore harmless for a 3d matrix element, and whatever error remains does not sit there. If "near the nuclei" in the manuscript's third sentence means inside the augmentation spheres, the statement may hold, but it gives no reassurance, because much of the 3d shell lies there too. What remains to be checked is the region where 3d overlaps the outer core.

**The nickel 3d shell**

The atom has the fixed configuration [Ar]3d⁸4s². It is treated self-consistently with exchange-only LDA, without relativity or spin polarization, and with spherical shells. Correlation, multiplets and the solid environment are left out. The valence is 3d and 4s.

The atomic solution can be checked by uniform scaling. If all lengths shrink by a factor \(\lambda\), the kinetic energy \(T\) scales as \(\lambda^2\), while the nuclear, Hartree and LDA exchange energies scale as \(\lambda\). Stationarity at \(\lambda=1\) gives \(2T+(E-T)=0\), or \(E=-T\). The calculated values are \(E=-1503.237\) and \(T=1503.320\) hartree, so the relation holds to about \(6\times10^{-5}\) of \(T\). This checks the overall energy balance of the atom; it is not an error bar on the total energy or on \(K\). These two energies are not converged to the digits shown: a converged numerical solution gives \(E=-T=-1503.148\) hartree, a shift of 0.09 hartree in \(E\) and 0.17 hartree in \(T\). The all-electron 3d quantities below do not change at the precision quoted.

At 0.5 bohr the core and valence densities are 3.497 and 2.300 bohr⁻³. The local factor is

\[
\left(1+\frac{3.497}{2.300}\right)^{2/3}=1.85 .
\]

It is about 127 at 0.01 bohr, 1.66 at 1 bohr and 1.04 at 2 bohr. The decrease is not monotonic. The largest value, about 230, occurs near 0.06 bohr rather than at the nucleus, and after a shallow minimum near 0.5 bohr the factor rises again to 1.89 near 0.65 bohr. The matrix elements are

\[
K[\rho,n]=-0.0190\ \text{hartree}\quad(-0.518\ \text{eV}),
\]

\[
K[\rho,n_v]=-0.0347\ \text{hartree}\quad(-0.943\ \text{eV}).
\]

Omitting the core thus makes the 3d exchange matrix element 82% too large in magnitude, relative to its full-density value. As a test of the kernel itself, second differences of \(E_x\) reproduce both matrix elements to a relative accuracy better than \(10^{-5}\).

The error density \(\rho^2[f_x(n)-f_x(n_v)]\) is nowhere negative, so its radial accumulation is meaningful. Only 0.03% of the error comes from inside 0.1 bohr. Half is reached at 0.61 bohr, and the range from 0.31 to 1.04 bohr contains the middle 80%. This is the inner and middle part of the 3d shell, whose mean radius is 1.01 bohr.

Restoring 3s and 3p to the density that enters the kernel reduces the magnitude to 0.0220 hartree. The fraction of the original error that is left is

\[
\frac{0.02195-0.01902}{0.03465-0.01902}=0.19 .
\]

The 3s and 3p shells are therefore the main missing part, but the deeper core is not negligible: without it the matrix element is still 15% too large. Because \(f_x\) is nonlinear, these shares depend on the order in which shells are restored and are not additive shell contributions.

**Pseudization is a second, separate change**

The manuscript uses a pseudo valence density \(\tilde n_v\), not \(n_v\). To separate the two changes, I replace the 3d and 4s radial functions inside \(r_c=2\) bohr by

\[
\tilde R_l(r)=\pm r^l\exp[p(r^2)],
\]

where \(p\) is quadratic in \(r^2\). The sign is that of the true function at \(r_c\), and \(p\) matches the value and the first two derivatives, with respect to \(r^2\), of \(\ln|R_l/r^l|\) there. The norm is left free, as in an ultrasoft construction. The resulting 3d function is very soft: its norm is 0.34, and the missing charge would have to be supplied by augmentation.

A simple case shows why the outcome depends on what else is pseudized. Suppose that \(N\) equal electrons make up the valence, \(n_v=N\rho\), and that pseudization merely multiplies their density by \(s<1\). Since \(f_x(sn_v)=s^{-2/3}f_x(n_v)\),

\[
K[\rho,sn_v]=s^{-2/3}K[\rho,n_v],
\]

\[
K[s\rho,sn_v]=s^2s^{-2/3}K[\rho,n_v]=s^{4/3}K[\rho,n_v].
\]

The magnitude rises if only the kernel is built from the reduced density, and falls if the density change \(\rho\) is reduced as well. Real pseudization also alters the shape, so this model gives the tendencies and not the numbers.

For nickel the numbers are:

- True \(\rho\) with the kernel of \(\tilde n_v\): \(K\approx-0.30\) hartree (\(-8.3\) eV), about 16 times the full-density result.
- Pseudo \(\tilde\rho\) with the same kernel: \(K=-0.0044\) hartree, 0.23 times the full-density result.

The first case represents a calculation in which augmentation restores the density change but not the density inside the kernel. The second represents a bare smooth-grid calculation without augmentation. A blanket statement that the pseudo valence density overestimates the matrix element would therefore also be wrong. The pointwise kernel is too large inside this 3d shell, but the smooth-grid matrix element is too small. Both ratios belong to this particular pseudization and change strongly with \(r_c\) and with the form of \(\tilde R_l\): with the same form and \(r_c=1.5\) bohr they are about 8.5 and 0.56. Because the construction uses a second logarithmic derivative at \(r_c\), the pseudized matrix elements are converged only to about 1%; the first moves from \(-8.3\) to \(-8.2\) eV in a converged solution.

**When the smooth-grid kernel is legitimate**

In the PAW method the smooth-grid term is one part of a sum. For one atom, with the partial-wave expansion complete inside the sphere, the sum is

\[
K_{\rm PAW}=\int\tilde\rho^2f_x(\tilde n_v)\,d^3r
+\int_{r<r_c}\left[\rho^2f_x(n)-\tilde\rho^2f_x(\tilde n_v)\right]d^3r .
\]

Inside the sphere the two pseudo terms cancel. Outside it, \(\tilde\rho=\rho\) and \(\tilde n_v=n_v\). Subtracting the full result leaves

\[
K_{\rm PAW}-K[\rho,n]
=\int_{r>r_c}\rho^2\left[f_x(n_v)-f_x(n_c+n_v)\right]d^3r .
\]

What survives is the effect of the core tail beyond \(r_c\). It is negative, so it slightly increases the magnitude. For nickel,

\[
K_{\rm PAW}=-0.00439-0.01464=-0.01903\ \text{hartree},
\]

which differs from the full result by 0.03%. The one-centre correction is more than three times the grid term that it corrects. The split between the two terms is uncertain by about \(4\times10^{-5}\) hartree, but their sum is not, because the pseudo terms cancel inside the sphere.

The tail can be removed too. Add a smooth partial core \(\tilde n_c\) to \(\tilde n_v\) in both pseudo terms, with \(\tilde n_c=n_c\) outside the sphere. The pseudo terms still cancel inside, and outside the kernel now sees the full density, so the residual vanishes under the stated assumptions.

The cancellation requires the same pseudo kernel in both places, evaluated with matching accuracy. It is lost if the one-centre terms are omitted, if they use a different reference density, or if the grid does not resolve \(f_x(\tilde n_v)\). An incomplete partial-wave basis or overlapping spheres also invalidate the simple identity.

**Is the kernel small beside the Coulomb interaction?**

The natural comparison is with the second derivative of the Hartree energy for the same density change,

\[
\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
=0.937\ \text{hartree}.
\]

The correct exchange element is 2.0% of this value in magnitude, and the core-omission error is 1.7%. On this scale the manuscript's last claim is fair for a kernel built on the true valence density. It is not fair for the true \(\rho\) combined with the kernel of \(\tilde n_v\), where the ratio is about \(0.30/0.937\approx32\%\). Moreover, \(\rho\) carries one unit of charge, whereas a real excitation has a neutral transition density.

Take as an example the 3d–3d density \(\sqrt{4\pi}\,\rho(r)Y_{LM}\), with a real spherical harmonic and \(L=2\) or 4. Its exchange element is still \(K\), because \(4\pi Y_{LM}^2\) averages to one over the angles. Its Coulomb element is smaller by at least a factor \(2L+1\): the multipole expansion supplies \(1/(2L+1)\), and \(r_<^L/r_>^{L+1}\le1/r_>\). For \(L=2\) the correct exchange element is therefore at least 10% of the Coulomb element in magnitude, and the core-omission error at least 8%. The manuscript's last claim does not carry over to such excitations.

A constant kernel illustrates how the momentum transfer can enter. For its value I take the average over the shell,

\[
\bar f=\frac{K}{\int\rho^2d^3r}
=\frac{-0.01902}{0.12649}=-0.150\ \text{hartree bohr}^3 .
\]

In a uniform medium with this constant kernel the total interaction is

\[
\frac{4\pi}{q^2}+\bar f
=\frac{4\pi}{q^2}\left(1-\frac{|\bar f|q^2}{4\pi}\right).
\]

At \(q=2\) bohr⁻¹ the correction is \(0.150\times4/(4\pi)=4.8\%\). It becomes 8.7% without the core, and about 76% with the kernel of \(\tilde n_v\) and the true \(\rho\). At \(q=0.5\) bohr⁻¹ each value is 16 times smaller: 0.30%, 0.55% and 4.8%. In this model a check at small \(q\) can look reassuring while the error at larger \(q\) is substantial. The percentages are not estimates for nickel. In a crystal, a plane-wave density change samples the whole cell, including the low-density regions where \(|f_x|\) is large. A change confined to the 3d shell contains many Fourier components, so its Coulomb energy is not set by \(4\pi/q^2\) at a single \(q\).

The direction of the spectral error can be seen for a single transition. Let the independent-particle response be \(\chi_0=A/(\omega^2-\omega_0^2)\), with \(A>0\), and write \(w=4\pi/q^2+\bar f\). Then

\[
\chi=\frac{\chi_0}{1-w\chi_0}
=\frac{A}{\omega^2-\omega_0^2-Aw},
\]

so the resonance lies at \(\omega^2=\omega_0^2+Aw\). An exchange kernel that is too negative lowers \(w\) and places the peak too low. If the exchange term is instead too small in magnitude while the Coulomb term is unchanged, the peak lies too high. The bare smooth-grid case is not an example of this, because without augmentation the Coulomb element shrinks as well, and faster: in the scaling model as \(s^2\) against \(s^{4/3}\). For the pseudized 3d density it falls to about 0.066 hartree, so exchange is about 7% of it instead of 2.0%. This conclusion holds for one transition and a constant kernel. In a crystal the kernel couples different reciprocal-lattice vectors, many transitions mix, and the shift must be calculated. The local approximation is itself founded on slowly varying densities, so correcting the reference density does not establish its accuracy at large \(q\).

**Requested revision**

The authors should state whether the one-centre kernel terms are included, and with which reference density. If they are, the smooth-grid kernel can stay, with a partial core where the core tail matters. If they are not, the kernel must be built from a density that includes the core and the restored valence charge, and the density changes must be augmented consistently. Convergence should then be shown at the largest \(q\) reported. The Gaussian-basis values on which most of these figures rest are in the numerical output below.

## Table of computed values

```
Ni atom, [Ar]3d8 4s2, exchange-only LDA, spin-unpolarized
total energy = -1503.237 hartree
kinetic energy = 1503.320 hartree
virial error |E/T+1| = 5.6e-05
3d eigenvalue = -0.2996 hartree
4s eigenvalue = -0.1745 hartree
mean radius of 3d = 1.010 bohr
gas test: k_F = 1.3 1/bohr
gas exchange per electron, hole = -0.31035 hartree
gas exchange per electron, formula = -0.31035 hartree
sphere radius r_c = 2.0 bohr
norm of pseudo 3d = 0.3371
Densities in bohr^-3; factors = |f_x| relative to full density
r(bohr)  core  valence  pseudo-val  factor(val)  factor(ps)
0.01  8510  5.978  0.01512  126.603  6821.221
0.10  222.9  0.6656  0.01524  48.317  599.341
0.25  34.69  2.627  0.01865  5.865  158.799
0.50  3.497  2.3  0.05207  1.852  23.140
0.75  1.604  1.041  0.1128  1.862  8.191
1.00  0.4881  0.4312  0.1454  1.656  3.419
1.50  0.0335  0.09788  0.08846  1.217  1.302
2.00  0.00226  0.03429  0.03429  1.043  1.043
Kernel matrix elements K and ratio to the full result
true pair, full density: -0.01902 hartree, ratio 1.0000
true pair, valence density: -0.03465 hartree, ratio 1.8217
true pair, valence+3s3p: -0.02195 hartree, ratio 1.1538
true pair, pseudo valence: -0.30401 hartree, ratio 15.9819
pseudo pair, pseudo valence: -0.00439 hartree, ratio 0.2308
PAW sum with one-centre terms: -0.01903 hartree, ratio 1.0003
K full density = -0.518 eV
K valence density = -0.943 eV
K pseudo valence, true pair = -8.272 eV
one-centre correction = -0.01464 hartree
PAW residual = 0.0288 percent
largest finite-difference error = 3.4e-06
share of core-omission error inside 0.1 bohr = 0.027 percent
10, 50, 90 percent of error inside = 0.308, 0.609, 1.040 bohr
error left after restoring 3s3p = 18.72 percent
Hartree self-interaction of rho = 0.93701 hartree
|K|/Hartree, full density = 2.03 percent
core-omission error/Hartree = 1.67 percent
integral of rho^2 = 0.12649 bohr^-3
full: mean f_x = -0.1504 hartree bohr^3; |f|q^2/4pi at q=0.5, 2 /bohr: 0.299, 4.79 percent
valence: mean f_x = -0.2740 hartree bohr^3; |f|q^2/4pi at q=0.5, 2 /bohr: 0.545, 8.72 percent
pseudo valence: mean f_x = -2.4034 hartree bohr^3; |f|q^2/4pi at q=0.5, 2 /bohr: 4.781, 76.50 percent
```
